\section*{Kirkwood crossover of charged hard spheres in the mean-spherical approximation}

\section*{Model and conventions}

An electrolyte contains equal numbers of cations and anions. All ions are hard spheres of diameter $\sigma$ with central charges $\pm z$, in a medium of uniform permittivity $\varepsilon$. The total ion density is $\rho$, so each species has density $\rho/2$. In atomic units
\[
 l_B=\frac{z^2}{\varepsilon k_BT},\qquad \kappa^2=4\pi l_B\rho ,
\]
and the Debye length is $\lambda_D=1/\kappa$. Let $s_i=\pm1$ be the sign of ion $i$. By charge symmetry the total and direct correlation functions are
\[
 h_{ij}=h_S+s_is_jh_D,\qquad c_{ij}=c_S+s_is_jc_D .
\]
The mean-spherical approximation (MSA) sets $h_{ij}=-1$ for $r<\sigma$ and $c_{ij}=-s_is_jl_B/r$ for $r>\sigma$. In the charge channel this means
\begin{equation}
 h_D=0\ (r<\sigma),\qquad c_D=-l_B/r\ (r>\sigma). \label{closure}
\end{equation}
A hat denotes a three-dimensional Fourier transform. The range considered is $0<\kappa\sigma<4$.

\section*{Part (a): the charge channel}

\textbf{Question.} Reduce the Ornstein--Zernike equation to one equation for $h_D$. What poles result if the ions are treated as points?

\textbf{Answer.} The Ornstein--Zernike equation is $\hat h_{ij}=\hat c_{ij}+\sum_l(\rho/2)\hat c_{il}\hat h_{lj}$. Its sum is
\[
\frac{\rho}{2}\sum_{s_l=\pm1}(\hat c_S+s_is_l\hat c_D)(\hat h_S+s_ls_j\hat h_D)
=\rho(\hat c_S\hat h_S+s_is_j\hat c_D\hat h_D),
\]
because terms linear in $s_l$ cancel and $s_l^2=1$. The part proportional to $s_is_j$ gives
\begin{equation}
 S(k)\equiv1+\rho\hat h_D=\frac1{1-\rho\hat c_D}. \label{oz}
\end{equation}
For points, $c_D=-l_B/r$ everywhere, so $\rho\hat c_D=-\kappa^2/k^2$ and $S=k^2/(k^2+\kappa^2)$. The poles are $k=\pm i\kappa$ at every density. The decay is then always monotonic, so within this model and closure a crossover requires ion size.

\section*{Part (b): solving the closure}

\textbf{Question.} Define $\Gamma>0$ by $\kappa=2\Gamma(1+\Gamma\sigma)$ and let
\[
D(s)=s^2+2\Gamma s+2\Gamma^2(1-e^{-s\sigma}).
\]
Show that the MSA is solved by
\begin{equation}
G(s)\equiv\int_0^\infty rh_D(r)e^{-sr}dr=-\frac{\Gamma^2}{\pi\rho}\frac{s\,e^{-s\sigma}}{D(s)}. \label{G}
\end{equation}

\textbf{Answer.} Put $s=ik$. Since $\sin kr=(e^{sr}-e^{-sr})/2i$,
\[
\hat h_D=\frac{4\pi}{k}\int_0^\infty rh_D\sin kr\,dr=\frac{2\pi}{s}[G(-s)-G(s)].
\]
Inserting \eqref{G} gives
\[
S=1+2\Gamma^2\left[\frac{e^{s\sigma}}{D(-s)}+\frac{e^{-s\sigma}}{D(s)}\right].
\]
Write $D(s)=P(s)-2\Gamma^2e^{-s\sigma}$ with $P(s)=s^2+2\Gamma s+2\Gamma^2$, and let $E=e^{s\sigma}P(s)+e^{-s\sigma}P(-s)$. Then
\begin{align*}
D(s)D(-s)&=P(s)P(-s)-2\Gamma^2E+4\Gamma^4,\\
e^{s\sigma}D(s)+e^{-s\sigma}D(-s)&=E-4\Gamma^2,\\
P(s)P(-s)&=(s^2+2\Gamma^2)^2-4\Gamma^2s^2=s^4+4\Gamma^4.
\end{align*}
Over the common denominator, the numerator of $S$ is the first line plus $2\Gamma^2$ times the second. The terms in $E$ cancel, leaving $s^4+4\Gamma^4+4\Gamma^4-8\Gamma^4=s^4$. Hence
\begin{equation}
S=\frac{s^4}{D(s)D(-s)},\qquad \rho\hat c_D=1-\frac{D(s)D(-s)}{s^4}. \label{S}
\end{equation}

We must confirm the tail of $c_D$. With $s=ik$, $E=2(2\Gamma^2-k^2)\cos k\sigma-4\Gamma k\sin k\sigma$, so \eqref{S} becomes
\begin{equation}
\rho\hat c_D=-\frac{4\Gamma^2\cos k\sigma}{k^2}-\frac{8\Gamma^3\sin k\sigma}{k^3}+\frac{8\Gamma^4(\cos k\sigma-1)}{k^4}. \label{chat}
\end{equation}
Compare this with the function that equals $-l_B/r$ outside and $-\alpha+\beta r$ inside, where
\[
\alpha=\frac{2Bl_B}{\sigma},\qquad \beta=\frac{B^2l_B}{\sigma^2},\qquad B=\frac{\Gamma\sigma}{1+\Gamma\sigma}.
\]
Integration by parts, with a vanishing convergence factor at infinity, gives its transform times $\rho$:
\[
\frac{4\pi\rho}{k}\left[\frac{(\alpha\sigma-\beta\sigma^2-l_B)\cos k\sigma}{k}
+\frac{(2\beta\sigma-\alpha)\sin k\sigma}{k^2}+\frac{2\beta(\cos k\sigma-1)}{k^3}\right].
\]
Here $\alpha\sigma-\beta\sigma^2-l_B=-l_B(1-B)^2$ and $2\beta\sigma-\alpha=-2l_BB(1-B)/\sigma$. Using $1-B=1/(1+\Gamma\sigma)$ and $4\pi\rho l_B=4\Gamma^2(1+\Gamma\sigma)^2$, the three coefficients become $-4\Gamma^2$, $-8\Gamma^3$ and $8\Gamma^4$, as in \eqref{chat}. The tail is therefore correct.

For the core condition, invert \eqref{G}. At large $|s|$ in the right half-plane, $G$ behaves as $e^{-s\sigma}/s$. For $r<\sigma$ the inversion contour can be closed on the right. Part (c) shows that $D(s)/s$ has no zero with ${\rm Re}\,s\ge0$, so the integral vanishes and $h_D=0$ in the core.

The solution is unique among those with $1-\rho\hat c_D>0$. Vary only the core part of $c_D$ in $\int[\rho\hat c_D+\ln(1-\rho\hat c_D)]d^3k$. Its first variation is $-\rho^2\int\hat h_D\,\delta\hat c_D\,d^3k$, which vanishes for every core variation precisely when $h_D=0$ there. The functional is strictly concave, so it has at most one stationary point.

\section*{Part (c): which poles lead?}

\textbf{Question.} Let $g=\Gamma\sigma$ and let a pole contribute a decay $e^{-yr/\sigma}$. Find the equation for $y$. Show that real poles exist only below a threshold, and that no complex pole decays more slowly than they do.

\textbf{Answer.} Put $s=-y/\sigma$ and define
\[
\phi(y)=\frac{e^y-1}{y}=\int_0^1e^{ty}dt,\qquad
\psi(y)=2g+2g^2\phi(y)-y .
\]
Then $\sigma^2D(-y/\sigma)=y^2-2gy-2g^2(e^y-1)=-y\psi(y)$. The zero at $y=0$ is cancelled by the numerator of $G$. The poles obey $\psi(y)=0$, and a real $y$ is a pole on the imaginary $k$ axis.

On the real axis $\phi$ is positive, increasing and convex. Thus $\psi$ is convex, is positive for $y\le0$, and grows with $g$ because $\partial\psi/\partial g=2+4g\phi>0$. For small $g$ it is negative at $y=1$, so it has two positive roots $a_1<a_2$. At $g=1$, the inequality $\phi\ge1+y/2$ for $y\ge0$ gives $\psi\ge4$, so it has none. The minimum of $\psi$ rises with $g$, hence the roots merge and disappear at one value $g_*<1$.

Now take complex $y$ with $g<g_*$. In the half-plane ${\rm Re}\,y\le a_1$, the integral for $\phi$ gives $|\phi'(y)|\le\phi'(a_1)$. Since $\psi'(a_1)<0$, the number $q=2g^2\phi'(a_1)$ is below 1. A root in this half-plane obeys
\[
|y-a_1|=2g^2|\phi(y)-\phi(a_1)|\le q|y-a_1|,
\]
so it is $a_1$ itself. A nonreal root also has $|\phi(y)|<\phi({\rm Re}\,y)$. Taking the real part of $\psi(y)=0$ then gives $\psi({\rm Re}\,y)>0$, so ${\rm Re}\,y$ lies below $a_1$ or above $a_2$. The first case has been excluded. The two real poles are therefore the two slowest. At $g_*$ the same estimate holds with strict inequality away from the double root, which is thus the leading pole.

For $g>g_*$ every pole is nonreal. Poles do exist: $\psi$ is entire and of order one, and it is not a polynomial times an exponential, so it has infinitely many zeros. Those with ${\rm Re}\,y\le A$ lie in the disc $|y-2g|\le2g^2\phi(A)$, so their number is finite and a slowest decay exists. It comes from conjugate poles and oscillates.

Finally, if ${\rm Re}\,y\le0$ then $|\phi|\le1$, and a root would need ${\rm Re}\,y\ge2g-2g^2>0$ for $g<1$, a contradiction. This supplies the fact used in part (b). The condition $g<1$ is $\kappa\sigma<4$.

\section*{Part (d): the merger}

\textbf{Question.} Find $\kappa\sigma$ at which the leading poles merge.

\textbf{Answer.} At a double root both $y\psi$ and its derivative vanish:
\[
y^2-2gy=2g^2(e^y-1),\qquad y-g=g^2e^y .
\]
Eliminating the exponential gives $y^2-2gy=2(y-g)-2g^2$, or
\[
y^2-2(1+g)y+2g(1+g)=0,\qquad y=1+g\pm\sqrt{1-g^2}.
\]
Set $g=\sin\theta$ with $0<\theta<\pi/2$. The lower sign gives $e^y=(1-\cos\theta)/\sin^2\theta=1/(1+\cos\theta)<1$, which contradicts $y>0$. The upper sign gives $e^y=1/(1-\cos\theta)$. Taking the logarithm,
\begin{equation}
1+\sin\theta+\cos\theta+\ln(1-\cos\theta)=0,\qquad
\kappa\sigma=2\sin\theta(1+\sin\theta). \label{merge}
\end{equation}
The derivative of the left side is $\cos\theta+\sin\theta\cos\theta/(1-\cos\theta)>0$. The left side rises from $-\infty$ to $2$, so there is one root. Bracketing it numerically gives $\theta=0.444177$, hence $g_*=0.429715$ and
\[
(\kappa\sigma)_*=2(0.429715)(1.429715)=1.2287 .
\]
The merger occurs when the diameter is about $1.23$ Debye lengths. The common decay rate is $y_*=1+\sin\theta+\cos\theta=2.333$, which is $1.898$ times the Debye rate $\kappa\sigma$.

The number depends on neither packing fraction nor temperature separately, because the MSA charge channel contains only $\kappa\sigma$. That is a property of this closure. The density part $h_S$ has separate poles, so \eqref{merge} does not say which part dominates the distant tail of $h_{++}$.

\section*{Part (e): decay on either side}

\textbf{Question.} Find the tail of $h_D$, its dilute limit, and the onset of oscillation. Does a weakly charged plane show the same decay?

\textbf{Answer.} For $r>\sigma$, shift the inversion contour to the left past the leading poles. In terms of $y$, $G=-(\Gamma^2\sigma/\pi\rho)e^y/\psi(y)$, and $d\psi/ds=-\sigma\psi'(y)$. Simple poles therefore contribute
\begin{equation}
\rho\sigma^2rh_D\simeq\frac{g^2}{\pi}\sum_y\frac{e^{-y(r/\sigma-1)}}{\psi'(y)}. \label{tail}
\end{equation}
Below the merger, $\psi'(a_1)<0$, so the leading tail is negative: like charges are depleted relative to unlike charges. At the merger the double pole multiplies the exponential by a term linear in $r$.

For $x=\kappa\sigma\to0$, $g\simeq x/2$. Expanding $\phi=1+y/2+\dots$ in $\psi=0$ gives $y=2g+2g^2+g^2y+\dots=x+x^3/4+O(x^4)$. The amplitude needs the next term of $g$, which gives $g^2=(x^2/4)(1-x+\dots)$. With $\psi'\to-1$, \eqref{tail} becomes $rh_D\simeq-l_Be^{-\kappa(r-\sigma)}/(1+\kappa\sigma)$ to first order in $\kappa\sigma$. At this order $e^{\kappa\sigma}/(1+\kappa\sigma)=1$, so the tail is the Debye--H\"uckel limiting form $-l_Be^{-\kappa r}/r$. Ion size first changes the amplitude at second order, by a factor $1+x^2$ in the MSA against $1+x^2/2$ in the Debye--H\"uckel form for ions of finite size. Solving $\psi=0$ by bracketing shows how the second pole approaches:
\begin{center}
\begin{tabular}{ccc}
$\kappa\sigma$ & $a_1$ & $a_2$\\
0.1 & 0.100 & 9.984\\
0.5 & 0.527 & 5.955\\
1.0 & 1.273 & 3.790\\
1.2 & 1.932 & 2.779
\end{tabular}
\end{center}
At $\kappa\sigma=1$ the decay is already 27\% faster than the Debye rate.

Near the merger, $\tfrac12\psi''(\delta y)^2+(\partial\psi/\partial g)\delta g=0$. The double-root conditions give $\psi''=2\cos\theta/y_*$ and $\partial\psi/\partial g=2(y_*-g_*)/g_*=2(1+\cos\theta)/g_*$. Since $\delta x=(2+4g_*)\delta g$,
\[
\delta y=\pm i\left[\frac{y_*(1+\cos\theta)}{g_*\cos\theta(1+2g_*)}\,\delta x\right]^{1/2}
=\pm2.480\,i\sqrt{\delta x}.
\]
For $\delta x<0$ the roots separate along the real axis. For $\delta x>0$ the wavelength $2\pi\sigma/|{\rm Im}\,y|$ starts at infinity and shortens as $(\delta x)^{-1/2}$. Oscillations just above the merger are thus hidden by many decay lengths.

Consider next a penetrable plane carrying $\Sigma$ charges of size $z$ per area. Its potential energy for ion $i$, divided by $k_BT$, is $s_iv$ with $\hat v=4\pi l_B\Sigma/k^2$ along the normal. Linear response gives the induced charge, in units of $z$, as $-\rho S\hat v=-\kappa^2\Sigma S/k^2$. It has the poles of $S$. At small $k$, $D(s)\simeq\kappa s$ gives $S\simeq k^2/\kappa^2$, so the total induced charge is $-\Sigma$. The tail of this double layer therefore has the same crossover. A strongly charged hard electrode lies outside this linear argument.

\section*{Part (f): a plating electrolyte}

\textbf{Question.} Take $z=1$, $\sigma=0.40$ nm, $\varepsilon=78$ and $T=298$ K. Find the crossover concentration and the decay at 2.5 mol/L. Assess the result for a chloride zinc plating bath.

\textbf{Answer.} The definition of $l_B$ gives $0.7189$ nm. At the merger
\[
\lambda_D=\frac{0.40}{1.2287}=0.3255\ {\rm nm}\ (3.255\ \text{\AA}),\qquad
\rho=\frac{1}{4\pi(0.7189)(0.3255)^2}=1.04\ {\rm nm^{-3}}.
\]
Each formula unit gives two ions, so the salt concentration is $\rho/2N_A=0.867$ mol/L. The model's decay length there is $0.40/2.333=0.171$ nm.

Since $\kappa\propto\sqrt c$ at fixed $\varepsilon$, $T$ and $\sigma$, the bath has $\kappa\sigma=1.2287\sqrt{2.5/0.867}=2.09$. Newton iteration on $\psi=0$, followed upward from the merger, gives $y=1.850\pm1.965i$. The decay length is $0.40/1.850=0.216$ nm and the wavelength is $2\pi(0.40)/1.965=1.28$ nm. Numerical Fourier inversion places the first sign change of $h_D$ at $0.92$ nm. The oscillation is weak: beyond that point $h_D$ reaches only about $+0.009$, against a contact value of $-0.67$. Between the crossover and the bath the Debye length falls to $0.192$ nm, while the model's decay length rises from $0.171$ to $0.216$ nm.

These inputs roughly represent the potassium chloride supporting salt of a chloride zinc bath; 2.5 mol/L is a rough typical strength. Dissolved salt lowers the permittivity. A rough loss of 10 per mol/L moves the crossover to $0.780$ mol/L and raises the bath value to $\kappa\sigma=2.53$. The effective diameter is also uncertain: at fixed $\varepsilon$ and $T$, changing it by $+10\%$ or $-10\%$ gives $0.717$ or $1.071$ mol/L, and the K--Cl contact distance in the crystal, about 0.314 nm, gives $1.41$ mol/L with $\kappa\sigma=1.64$ in the bath. Warming to 313 K with a rough permittivity of 73 gives $0.853$ mol/L. Adding 0.5 mol/L of fully dissociated zinc chloride would raise $\kappa\sigma$ from 2.09 to 2.64 at permittivity 78, but divalent ions and zinc complexes break the model's charge symmetry. Each of these estimates leaves the bath on the oscillatory side within the model.

The closure itself is a further source of error. From the large-$s$ form of $G$, the contact value is $h_D(\sigma^+)=-\Gamma^2/(\pi\rho\sigma)$, or $-0.88$ at the crossover. Replacing the linear attraction term $0.88$ by $e^{0.88}-1$ increases it by 60\%. This rough estimate suggests that nonlinear correlations matter near contact; it gives neither the corrected contact value nor the shift of the crossover. Solving the same model numerically with the hypernetted-chain closure gives a contact value of $-1.03$ at $0.867$ mol/L and moves the merger to $\kappa\sigma=1.29$, or $0.96$ mol/L, about 10\% higher. For these inputs the MSA also makes the like-ion contact value $1+h_{++}(\sigma^+)$ negative in dilute solution ($-0.06$ at 0.3 mol/L), which is unphysical. The decay lengths found here are also shorter than the size of a water molecule, about 0.28 nm, so treating the solvent as a medium of uniform permittivity is doubtful on this scale. The concentration of about 0.9 mol/L is therefore a model estimate, not a bath specification.

All numerical values are calculated from the stated model.
